# Counting constraints to find the rigidity threshold of Ge-Se glasses

## Problem

A glass Ge$_x$Se$_{1-x}$ is a disordered network of covalent bonds. Germanium forms four bonds and selenium two, whichever atoms they bond to. Here $x$ is the atomic fraction of Ge, and $\langle r\rangle$ is the mean coordination, the number of bonds per atom averaged over all atoms.

Use the following model in three dimensions. Every bond length is fixed, and so is every angle between two bonds at the same atom. Rotation about a bond costs no energy, and atoms that are not bonded exert no forces on each other. A motion that keeps all lengths and angles to first order is called a floppy mode; it has zero frequency. Every atom has at least two bonds, and no site has a special geometry such as a straight angle or a planar threefold star.

(a) At what $\langle r\rangle$ do the floppy modes run out, if all constraints are independent?

(b) Which Ge fraction is this, and how much Ge does a 10 g batch need?

(c) How far do uneven cross-linking, small rings and loosened angles change the answer?

## First estimate by scaling

Each atom has three freedoms. Each bond is one constraint shared by two atoms, so an atom with $r$ bonds carries $r/2$ stretching constraints. Were these the only constraints, the balance $r/2=3$ would require $r=6$, more than even pure Ge offers. Bond angles are therefore essential.

An atom with $r$ bonds has $r(r-1)/2$ pairs of bonds, each with an angle. If each angle counts as one constraint, the number per atom is

$$
\frac r2+\frac{r(r-1)}2=\frac{r^2}{2},
$$

which grows as the square of the coordination. Treating all atoms as if they had the mean coordination and setting this equal to 3 gives

$$
\langle r\rangle_{\rm est}=\sqrt6\approx2.45 .
$$

The mean coordination of the glass is

$$
\langle r\rangle=4x+2(1-x)=2+2x, \qquad x=\frac{\langle r\rangle-2}{2},
$$

so the estimate is $x_{\rm est}\approx0.22$. It has two weak points: the angles at one atom may not be independent, and the square of a mean is not the mean of a square.

## Exact count

**Angles at one atom.** Fixing the angles fixes the bond directions relative to each other. A direction in space needs two numbers, so $r$ directions need $2r$. Turning the whole star of bonds changes none of its angles, and such a turn has three freedoms. The number of independent angle constraints is therefore

$$
2r-3 .
$$

For Se this is 1, the single angle. For Ge it is 5, although there are six angles. The sixth follows from the others to first order. In an ideal tetrahedron this can be seen directly. With unit vectors $\mathbf u_i$ along the bonds,

$$
\Big|\sum_i\mathbf u_i\Big|^2=4+2\sum_{i<j}\cos\theta_{ij}.
$$

The vector sum vanishes in the tetrahedron, so the left side is at its minimum and does not change to first order. Hence the six cosines cannot change independently.

The excluded geometries behave differently. At a straight angle, for example, a sideways shift of the middle atom changes the angle in proportion to the shift, in either of two independent directions. Holding the angle at 180° therefore takes two constraints instead of one.

**Sum over the network.** An atom with $r$ bonds carries

$$
n_c(r)=\frac r2+(2r-3)=\frac52r-3
$$

constraints. This is linear in $r$, so its average depends on the mean coordination alone. For $N$ atoms the count of freedoms minus constraints is

$$
3N-N\left(\frac52\langle r\rangle-3\right)
=N\left(6-\frac52\langle r\rangle\right).
$$

Some constraints may be redundant, meaning that the others already enforce them. A redundant constraint removes no motion. If there are $R$ of them, the number of floppy modes is

$$
F=N\left(6-\frac52\langle r\rangle\right)+R,\qquad R\ge0 .
$$

The plain count is thus a lower bound on $F$. Here $F$ includes the six rigid motions of the whole sample, which are negligible per atom in a large one. With independent constraints, $R=0$, the floppy modes run out when

$$
6-\frac52\langle r\rangle=0
\quad\Longrightarrow\quad
\langle r\rangle_c=\frac{12}{5}=2.4 .
$$

This is the Phillips-Thorpe threshold. Substituting $\langle r\rangle=2+2x$ gives

$$
\frac FN=6-\frac52(2+2x)=1-5x,
\qquad x_c=\frac15=0.20 .
$$

The threshold composition is GeSe$_4$. In the other limit, pure Se, $F/N=1$: one mode in three is floppy.

**A second route.** Regard each atom, together with its bond directions, as a rigid body with six freedoms. Two bonded atoms share a bond line of fixed length, so of their six relative freedoms one survives, the rotation about the bond. Each bond removes five freedoms. With $N\langle r\rangle/2$ bonds, the count is again $6N-\frac52N\langle r\rangle$.

This picture also shows how GeSe$_4$ balances. A chain of $k$ Se atoms between two Ge atoms adds $k$ bodies and $k+1$ bonds, which changes the number of freedoms by

$$
6k-5(k+1)=k-5 .
$$

Each Ge has four chain ends, hence two chains of its own. Balance requires $6+2(k-5)=0$, or $k=2$. There are then four Se atoms per Ge.

## Numbers for a glass

For 100 atoms at $x=0.20$, the stretching constraints number $(4\cdot20+2\cdot80)/2=120$, and the bending constraints $5\cdot20+1\cdot80=180$. Their sum equals the 300 freedoms. On either side:

| Ge atoms | $\langle r\rangle$ | stretching | bending | balance |
|---:|---:|---:|---:|---:|
| 15 | 2.30 | 115 | 160 | 25 |
| 20 | 2.40 | 120 | 180 | 0 |
| 25 | 2.50 | 125 | 200 | −25 |

A negative balance does not mean a negative number of modes; it means that there must be redundant constraints. If their preferred lengths and angles do not fit together, the network stores stress.

With atomic masses of 72.630 u for Ge and 78.971 u for Se, a 10 g batch of GeSe$_4$ needs

$$
10\ \mathrm{g}\times\frac{72.630}{72.630+4\times78.971}=1.869\ \mathrm{g}
$$

of Ge and 8.131 g of Se. An excess of 10 mg of Ge, at fixed Se mass, raises $x$ to 0.2009.

The count was tested on finite networks by differentiating every bond length and every cosine of a bond angle at random atomic positions, and finding how many of these constraints are independent. With 40 Ge atoms joined by Se chains of nearly equal length, $x=0.1429$ gave 80 floppy modes for 280 atoms, in agreement with $1-5x$. At $x=0.20$ just the six rigid motions remained. Extending the computed $F/N$ from the two most Se-rich networks to zero gave $x=0.2000$.

A network of threefold and twofold atoms, as in As-Se, also reached six modes at $\langle r\rangle=2.4$. There this means 40 percent As. The full set of cases is in the numerical output.

## Where the threshold moves or blurs

**Uneven cross-linking.** A chain with $k>5$ has more freedoms than are needed to join its ends. It keeps at least $k-5$ internal motions, however rigid its surroundings. In six networks of 200 atoms at $x=0.20$, with Se spread at random among the chains and empty chains allowed (about one third of the links are then direct Ge-Ge bonds), there were on average 21.3 floppy modes besides the rigid motions, or 3.6 percent of all modes. Chains with $k>5$ account for at least 19.7 of them. Since the plain count is zero at this composition, these modes are matched by redundant constraints elsewhere. The glass then has floppy chains beside an overconstrained part. The size of this effect depends on how the Se is spread. Se-rich Ge-Se glasses have few Ge-Ge bonds; if every chain holds at least one Se and the rest is spread at random, the share of floppy modes at $x=0.20$ falls to about 1 percent. In either case long chains become rarer as Ge is added, so the floppy modes fade out gradually beyond $x=0.20$. Without Ge-Ge bonds the long chains are gone at $x=1/3$ at the latest, where every chain has $k=1$.

**Small rings.** A ring of $m$ twofold atoms has $6m-5m=m$ freedoms by the count, but any body keeps at least six. A four-membered ring therefore has two redundant constraints, provided it is not flat. (In an exactly flat ring, puckering changes no length or angle to first order, so there is one more floppy mode and a third redundant constraint.) Such a ring, Ge-Se-Ge-Se, forms when two GeSe$_4$ tetrahedra share an edge. With $e$ such rings per Ge atom, none of them flat, and no other redundancy,

$$
\frac FN=1-5x+2ex=0
\quad\Longrightarrow\quad
x_c=\frac1{5-2e}.
$$

For $e=0.11$ this gives $x_c=0.209$. If all these rings are exactly flat, the third redundant constraint turns $2e$ into $3e$, and the same $e$ gives $x_c=0.214$. This case matters because edge-sharing rings in real material can be close to flat.

**Loosened angles.** Suppose that a fraction $q$ of the Se angles no longer acts as a constraint. There are $1-x$ Se atoms per atom, each with one angle, so

$$
1-5x+q(1-x)=0
\quad\Longrightarrow\quad
x_c=\frac{1+q}{5+q}.
$$

For $q=0.11$ this gives $x_c=0.217$. The shifts to 0.209 (rings that are not flat) and 0.217 (loosened angles) were tested on evenly cross-linked networks: in each case six modes remained at the shifted composition, and twelve after 12 more Se atoms were inserted.

**The real glass.** The coordinations 4 and 2 are the usual ones for Ge and Se, and edge-sharing tetrahedra do occur in Ge-Se glasses. The values of $e$ and $q$ above are chosen to show the size of the shifts, not measured. Real bonds are stiff rather than fixed, and real torsions are soft rather than free. Take a bending stiffness of $K=3$ eV/rad$^2$ and a twofold torsion barrier of $V_0=0.15$ eV, both rough assumed values. At 300 K, $k_BT=0.0259$ eV, and the thermal spread of an angle is

$$
\sqrt{\frac{k_BT}{K}}=\sqrt{\frac{0.0259}{3}}\approx0.093\ \mathrm{rad}=5.3^\circ ,
$$

so the angle stays close to its preferred value, as the model assumes. The torsion energy $\frac{V_0}{2}(1-\cos2\phi)$, with $\phi$ measured from its minimum, has the curvature $2V_0=0.30$ eV/rad$^2$ there, one tenth of $K$. This twofold form suits Se-Se bonds; rotation about a Ge-Se bond has a threefold and lower barrier, so it is softer still. A "floppy" mode thus has a low frequency rather than zero frequency, and the threshold marks a change from soft to stiff, not the onset of all resistance to shear. In memory cells where silver is dissolved in a Ge-Se film, the relation $\langle r\rangle=2+2x$ fails, because silver adds bonds of its own. The shift cannot be given without knowing the silver content and its coordination.

## Comparison of estimate and solution

The scaling estimate gave $\langle r\rangle\approx2.45$ against 2.40, an excess of 2 percent of the exact value. In composition it gave 0.22 against 0.20, an excess of 12 percent before rounding. The relative error grows because $x$ measures the distance of $\langle r\rangle$ from 2, which is small.

The closeness is partly a cancellation. Keep all six Ge angles as constraints, but average over the two species properly:

$$
\frac{\langle r^2\rangle}{2}=\frac{16x+4(1-x)}2=2+6x=3
\quad\Longrightarrow\quad x=\frac16\approx0.17 .
$$

Counting the dependent sixth angle thus lowers the threshold from 0.20 to 0.17. Replacing $\langle r^2\rangle$ by the smaller $\langle r\rangle^2$ then misses constraints and raises it to 0.22. The exact count avoids both errors: it drops the dependent angle, and what remains is linear in $r$, so that averaging over the species is harmless.

## Table of computed values

```
Independent / all angles at one atom:
  r=2: 1 / 1
  r=3: 3 / 3
  r=4: 5 / 6
  r=5: 7 / 10
  r=6: 9 / 15
Rings of R twofold atoms: F, redundant constraints
  R=4: 6, 2
  R=5: 6, 1
  R=6: 6, 0
  R=7: 7, 0
  R=30: 30, 0
  floppy fraction of 3N modes, R=30: 0.3333
Even Ge-Se networks, 40 Ge: x, <r>, N, F, count, redundant
  0.1111 2.2222 360 160 160 0
  0.1429 2.2857 280 80 80 0
  0.1818 2.3636 220 20 20 0
  0.2000 2.4000 200 6 0 6
  0.3333 2.6667 120 6 -80 86
Threshold from computed F/N: x=0.2000, <r>=2.4000
Threefold (As-Se) networks: x_As, <r>, F, count
  0.2500 2.2500 60 60
  0.4000 2.4000 6 0
Random Se spreading, x=0.20, N=200, 6 samples:
  mean internal floppy modes: 21.3
  of these at least, from k>5: 19.7
  share of 3N modes: 3.56 %
Edge-sharing rings per Ge: 0.1111, threshold x=0.2093
  F there: 6; with 12 more Se: 12
Released share of Se angles: 0.1111, threshold x=0.2174
  F there: 6; with 12 more Se: 12
Singular values: largest zero 8.8e-16, smallest nonzero 6.7e-04
100 atoms: Ge, <r>, stretch, bend, 300 - constraints
  15 2.30 115 160 25
  20 2.40 120 180 0
  25 2.50 125 200 -25
Atomic masses: Ge 72.630 u, Se 78.971 u
10 g batch of GeSe4: Ge 1.869 g, Se 8.131 g
10 mg too much Ge: x=0.20085
T=300 K, kT=0.0259 eV
Bending stiffness 3.0 eV/rad^2, barrier 0.15 eV
Thermal rms angle spread: 5.3 degrees
Torsional stiffness: 0.30 eV/rad^2
Torsional / bending stiffness: 0.10
```
